# Nuclear stopping of 100 keV arsenic in silicon

## The problem

An arsenic ion with laboratory kinetic energy $E=100$ keV moves through silicon. Using the universal nuclear-stopping fit of Ziegler, Biersack and Littmark, show that it loses about 1.2 keV per nanometre of path to atomic collisions. Then decide whether a single ion typically loses that much in a single nanometre.

"Nuclear" stopping means elastic energy transfer to whole target atoms; energy given to electrons is counted separately. The silicon atoms are taken as free, at rest and randomly placed, and the ion meets them one at a time. Subscripts 1 and 2 denote arsenic and silicon:

- $Z_1=33$, $M_1=74.922$ u; $Z_2=14$, $M_2=28.085$ u.
- The density 2.33 g/cm³ gives $N=49.961$ atoms per nm³.
- The Coulomb constant is $k=e^2/(4\pi\varepsilon_0)=1.439965$ eV nm.

## A first estimate by scaling

The electrons screen the nuclear repulsion over a length that the universal model sets to

$$a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}}
=\frac{0.88534\times0.0529177}{2.23490+1.83489}\ \text{nm}=0.011512\ \text{nm},$$

where $a_0$ is the Bohr radius. The energy available in the relative motion is $E_c=EM_2/(M_1+M_2)$. Its ratio to the unscreened repulsion at distance $a$ is the reduced energy

$$\varepsilon=\frac{E_c}{kZ_1Z_2/a}=\frac{aEM_2}{kZ_1Z_2(M_1+M_2)}
=\frac{0.011512\times10^5\times28.085}{1.439965\times462\times103.007}=0.4718 .$$

At $r=a$ the bare repulsion is thus about twice $E_c$, and screening reduces it to the order of $E_c$. For an ion aimed within about $a$ of a nucleus, the relative motion should therefore be strongly deflected. In the laboratory the ion, being heavier than the target atom, can turn by at most $\arcsin(M_2/M_1)=22^\circ$ in one collision.

The largest possible transfer, in a head-on collision, is $\gamma E$ with $\gamma=4M_1M_2/(M_1+M_2)^2=0.79325$, or 79.3 keV (derived below). Suppose that each ion passing within $a$ gives up half of this, and that more distant passes give nothing. The number of such collisions per unit path is $N\pi a^2=0.0208$ nm$^{-1}$, so

$$-\left\langle\frac{dE}{d\ell}\right\rangle\sim N\pi a^2\,\frac{\gamma E}{2}
=0.0208\times39.7\ \text{keV/nm}\approx0.8\ \text{keV/nm}.$$

The order of magnitude is set. The factor of one half and the sharp edge at $a$ are guesses that the full calculation must replace.

## The full solution

**Energy transfer in one collision.** Let the ion arrive with speed $v$ along the unit vector $\hat{\mathbf x}$. The centre of mass moves with velocity $V_c\hat{\mathbf x}$, where $V_c=M_1v/(M_1+M_2)$. In the centre-of-mass frame the target atom, at rest in the laboratory, has velocity $-V_c\hat{\mathbf x}$. An elastic collision preserves its speed in this frame and turns its direction through an angle $\theta$, giving $-V_c\hat{\mathbf n}$ with $\hat{\mathbf n}\cdot\hat{\mathbf x}=\cos\theta$. Back in the laboratory its velocity is $\mathbf u_2=V_c(\hat{\mathbf x}-\hat{\mathbf n})$, so

$$u_2^2=V_c^2(2-2\cos\theta)=4V_c^2\sin^2\frac{\theta}{2}.$$

The transferred energy is

$$T=\frac12M_2u_2^2=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac{\theta}{2}
=\gamma E\sin^2\frac{\theta}{2},$$

because $E=M_1v^2/2$. The maximum, at $\theta=\pi$, is $\gamma E$.

**The deflection.** In the universal model the interaction is $V(r)=(kZ_1Z_2/r)\,\phi(r/a)$ with

$$\begin{aligned}\phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\&+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.\end{aligned}$$

The relative motion has reduced mass $\mu=M_1M_2/(M_1+M_2)$, energy $E_c=\mu v^2/2$ and angular momentum $\mu vb$, where $b$ is the impact parameter. If $\chi$ is the polar angle, the two conservation laws are

$$\dot\chi=\frac{vb}{r^2},\qquad
\frac12\mu\dot r^2+\frac{\mu v^2b^2}{2r^2}+V(r)=E_c .$$

Dividing the second by $E_c$ gives $\dot r^2=v^2[1-b^2/r^2-V(r)/E_c]$. On the outgoing branch, therefore,

$$\frac{d\chi}{dr}=\frac{\dot\chi}{\dot r}=\frac{b}{r^2\sqrt{1-b^2/r^2-V(r)/E_c}} .$$

The incoming branch sweeps an equal angle. Without interaction the total sweep would be $\pi$; repulsion reduces it by $\theta$. With $r=ax$, $b=a\beta$ and $V/E_c=\phi(x)/(\varepsilon x)$,

$$\theta=\pi-2\beta\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-\phi(x)/(\varepsilon x)-\beta^2/x^2}},$$

where $x_0$ is the turning point, at which the root vanishes. The angle depends on the atomic species and on the energy through $\varepsilon$ alone, once $\beta$ is given. This is what allows a single stopping curve for all pairs of atoms in this model.

**From one collision to a rate.** Along a path $d\ell$ the ion meets on average $N\,2\pi b\,db\,d\ell$ atoms with impact parameter between $b$ and $b+db$. Since $2\pi b\,db=\pi a^2\,d(\beta^2)$,

$$-\left\langle\frac{dE}{d\ell}\right\rangle=N\int_0^\infty T\,2\pi b\,db
=N\pi a^2\gamma E\int_0^\infty\sin^2\frac{\theta}{2}\,d(\beta^2).$$

Define the reduced stopping $s_n(\varepsilon)=\varepsilon\int_0^\infty\sin^2(\theta/2)\,d(\beta^2)$. The rate is then $N\pi a^2(\gamma E/\varepsilon)s_n$. From the definitions of $\gamma$ and $\varepsilon$,

$$\frac{\gamma E}{\varepsilon}=\frac{4M_1M_2}{(M_1+M_2)^2}\,
\frac{kZ_1Z_2(M_1+M_2)}{aM_2}=\frac{4M_1kZ_1Z_2}{a(M_1+M_2)},$$

and hence

$$-\left\langle\frac{dE}{d\ell}\right\rangle
=4\pi NakZ_1Z_2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon).$$

**The universal fit.** For $\varepsilon\le30$ the integral is represented by

$$s_n(\varepsilon)=\frac{\ln(1+1.1383\,\varepsilon)}
{2\left(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5}\right)} .$$

The coefficients are fitted, not derived. At $\varepsilon=0.4718$ the numerator is 0.42986 and the denominator, including the factor 2, is 1.23528, so $s_n=0.3480$. The prefactor is

$$4\pi\times49.961\times0.011512\times1.439965\times462\times\frac{74.922}{103.007}\ \frac{\text{eV}}{\text{nm}}
=3.497\ \frac{\text{keV}}{\text{nm}},$$

and the requested rate is

$$-\left\langle\frac{dE}{d\ell}\right\rangle=3.497\times0.3480\ \text{keV/nm}=1.217\ \text{keV/nm}\approx1.2\ \text{keV/nm}.$$

Direct numerical integration of the deflection formula, without the fit, gives 1.209 keV/nm. The fit is 0.7% higher. At seven reduced energies from 0.05 to 5, its largest error relative to the direct integral was 2.3%. The error grows at higher energy: the fit lies about 4% below the direct integral at $\varepsilon=10$ to 30. These figures measure the quality of the fit, not the accuracy of the potential.

**The fast-ion limit.** For unscreened Coulomb scattering, $\sin^2(\theta/2)=1/(1+4\varepsilon^2\beta^2)$. Its integral over all $\beta^2$ diverges, so screening must supply a cutoff $B$ of order one:

$$s_n\approx\varepsilon\int_0^{B^2}\frac{d(\beta^2)}{1+4\varepsilon^2\beta^2}
=\frac{\ln(1+4\varepsilon^2B^2)}{4\varepsilon}\approx\frac{\ln(2B\varepsilon)}{2\varepsilon}
\quad(\varepsilon\gg1).$$

The fit has the same leading form, $\ln\varepsilon/(2\varepsilon)$. At $\varepsilon=0.47$ this limit does not apply; the logarithm of $\varepsilon$ is even negative.

## Comparing the estimate with the solution

Written in the same form as the estimate, the solution is $N\pi a^2\gamma E\,(s_n/\varepsilon)$, with $s_n/\varepsilon=0.74$ in place of the guessed 0.5. This accounts for the change from 0.8 to 1.2 keV/nm.

The direct calculation shows that collisions beyond the edge at $a$ matter. Transfers above 10 keV require $b<0.01362$ nm, or $1.18a$. They supply 64.9% of the mean loss, about 0.78 keV/nm. The remaining 0.42 keV/nm comes from softer collisions still farther out, all of which the sharp edge discarded.

The estimate also has the wrong energy dependence. With a fixed disc of radius $a$ it is proportional to $E$, whereas the fit gives 1.14, 1.22, 1.22 and 1.11 keV/nm at 25, 50, 100 and 200 keV. The disc must shrink as the ion gets faster. Suppose that $V\propto r^{-p}$ near the distance $r_h$ at which $V\sim E_c$. Then $r_h^2\propto E^{-2/p}$, and

$$-\left\langle\frac{dE}{d\ell}\right\rangle\sim N\pi r_h^2\gamma E\propto E^{1-2/p}.$$

For $p=2$ the rate is independent of energy. Close to the nucleus $\phi\to1$ and $p\to1$, so the rate falls with energy; far out, exponential screening makes $p$ exceed 2, so it rises. A broad maximum lies between these regimes; the fit puts it near 70 keV, so 100 keV arsenic is just past it. The argument gives the trend only, since it again ignores the distant collisions: the local exponent at $r_h$ passes through 2 near 36 keV, a factor of two below the true maximum.

## What one ion loses in one nanometre

For independent collisions, the number $n$ in a given ring of impact parameters follows a Poisson distribution, whose variance equals its mean. Each collision in the ring transfers the same $T$, so the loss $nT$ has variance $T^2\langle n\rangle$. Variances of independent rings add. For a layer of thickness $\ell$, thin enough for the ion energy to be held fixed,

$$\Omega^2=N\ell\int_0^\infty T^2\,2\pi b\,db .$$

For $\ell=1$ nm this gives $\Omega=5.58$ keV, 4.6 times the mean. A simulation of 200,000 ions with random impact parameters gave a mean of 1.23 keV and a standard deviation of 5.66 keV, consistent with the integrals within sampling error.

The simulated median loss was only about 0.02 keV, and 11.5% of the ions lost more than the mean. Collisions transferring more than 10 keV are on average 34 nm apart, so the chance of at least one in a nanometre is $1-e^{-1/34.3}=2.9\%$. Those few events carry about two thirds of the average. The answer to the second question is therefore no: 1.2 keV/nm is an average over many ions, not the loss in a typical nanometre. Nor does one ion average it out along its path. At this rate 100 keV would be spent in about 80 nm, only a few times the distance between hard collisions. The median is itself rough, since it rests on weak collisions, for which the picture of free, separate target atoms is least secure.

## The real implant

A real implant differs from the model in several ways. The following omissions can be sized at 100 keV:

- **Electrons.** The Lindhard–Scharff model estimates an electronic loss of 0.28 keV/nm, 23% of the nuclear loss. The total would be about 1.5 keV/nm.
- **Potential.** Replacing the universal potential by the Molière potential with the Firsov screening length lowers the directly integrated nuclear loss by 3.6%. The choice of screening length matters as much as the screening function: with the Lindhard length $0.88534\,a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$ the same potential raises the loss by about 6.5%. These figures show the sensitivity to the potential; they are not an error bound.
- **Path and depth.** Deflections reduce the mean forward component of the ion's direction by about 0.2% per nanometre, so path and depth nearly coincide over the first few nanometres.
- **Crystal order.** The model places the target atoms at random, whereas a crystalline wafer has open channels between rows of atoms. Collisions with $b>0.1$ nm supply 0.05% of the random-target nuclear loss. An ion steered along an open channel, and kept that far from every nucleus, would lose energy mainly to electrons. The restricted integral indicates the scale of the reduction but does not follow a channelled trajectory.

The value of 1.2 keV/nm is thus an estimate of the mean nuclear loss at 100 keV in amorphous silicon, or in a crystal as long as the ions are not channelled. Avoiding the channels on entry does not guarantee this, since an ion can be scattered into one later. The numerical output lists the remaining intermediate values.

## Numbers as computed

```
Ion: Z1 = 33, M1 = 74.922 u
Target: Z2 = 14, M2 = 28.085 u
Ion energy = 100.0 keV
Silicon density = 2.33 g/cm^3
Atomic density N = 49.961 nm^-3
Coulomb constant k = 1.439965 eV nm
Bohr radius = 0.0529177 nm
Thomas-Fermi length factor = 0.88534
Z1^0.23 = 2.23490; Z2^0.23 = 1.83489
Universal screening length = 0.011512 nm
Reduced energy = 0.47180 (dimensionless)
Energy-transfer factor gamma = 0.79325
Maximum transfer = 79.325 keV
Fit numerator = 0.42986
Fit denominator = 1.23528
Reduced stopping, fit = 0.34799
Stopping prefactor = 3.49719 keV/nm
Nuclear loss, fit = 1.2170 keV/nm
Nuclear loss, direct integral = 1.2087 keV/nm
Fit minus direct = 0.69 %
Largest fit error, eps 0.05 to 5 = 2.26 %
Fit at 25 keV = 1.1377 keV/nm
Fit at 50 keV = 1.2205 keV/nm
Fit at 200 keV = 1.1122 keV/nm
Trajectory relative error in T = 1.1e-09
Trajectory error in ion cosine = 3.7e-11
Standard deviation over 1 nm = 5.578 keV
Simulated ions = 200000; impact cutoff = 0.345 nm
Simulated mean over 1 nm = 1.230 keV
Simulated deviation over 1 nm = 5.659 keV
Simulated median over 1 nm = 0.022 keV
Ions above mean loss = 11.5 %
Hard-collision threshold = 10.0 keV
Hard-collision impact limit = 0.01362 nm
Mean path between hard collisions = 34.3 nm
Hard-collision share of mean loss = 64.9 %
Ion speed / Bohr speed = 0.2320
Electronic loss estimate = 0.284 keV/nm
Electronic / nuclear loss = 23.4 %
Firsov length = 0.010455 nm
Moliere nuclear loss = 1.1656 keV/nm
Moliere minus universal = -3.6 %
Loss share from b > 0.1 nm = 0.052 %
Equal-area atomic radius = 0.1532 nm
Loss share beyond that radius = 0.0029 %
Mean forward-direction loss = 0.196 % per nm
```
